**Rank-one Green function, T-matrix and Kleinman-Bylander levels**

For $H=H_L+|\chi\rangle E_{KB}\langle\chi|$ with normalized $\chi$, the program examines $G=G_L+G_L|\chi\rangle\tau\langle\chi|G_L$, where $\tau=1/(1/E_{KB}-g)$ and $g(E)=\sum_n c_n^2/(E-e_n)$. Here $e_n$ are the levels of the local Hamiltonian $H_L$, $c_n$ their overlaps with $\chi$, and $G_L$ and $G$ the Green functions of $H_L$ and $H$. It asserts that the lowest eight secular roots for each of three local potentials agree with direct diagonalization; the largest difference printed is $1.5\times10^{-13}$ hartree. It also asserts the resolvent and full T-matrix at a complex energy, a determinant ratio, normalized eigenvectors, level counts, and the survival of uncoupled and degenerate levels. The output shows one ghost below the reference level for local depth 8 hartree and none for depths 1 and 3 hartree. For depths 3 and 8 hartree it also shows a bound level above the reference that the semilocal potential lacks. At three positive energies, phase shifts from outgoing radial solutions agree with those implied by the box levels of $H$.

## Program and output

```python
"""
Result under test: for H = H_L + |chi> E_KB <chi|, <chi|chi> = 1,
  G = G_L + G_L|chi> tau <chi|G_L,  tau = 1/(1/E_KB - g),
  g(E) = <chi|G_L(E)|chi> = sum_n c_n^2/(E - e_n),
and eigenvalues off the spectrum of H_L obey 1 = E_KB g(E).
H_L: kinetic energy plus local potential; e_n, c_n: its levels and
their overlaps with chi; E_KB: Kleinman-Bylander energy.
Model: s channel, reduced radial functions u(r), hartree atomic units.
The sine grid represents a sphere with a hard wall at r = R.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R, N, WIDTH, DEPTH_S = 30.0, 299, 2.0, 2.0
step = R / (N + 1)
index = np.arange(1, N + 1)
r = step * index
sines = np.sqrt(2 / (N + 1)) * np.sin(np.pi * np.outer(index, index) / (N + 1))
wave_numbers = np.pi * index / R
kinetic = (sines * (wave_numbers**2 / 2)) @ sines
shape = np.exp(-(r / WIDTH)**2)
identity = np.eye(N)

levels_s, states_s = np.linalg.eigh(kinetic - np.diag(DEPTH_S * shape))
E_ref, phi = levels_s[0], states_s[:, 0]


def fmt(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))


def g_sum(E, e, c):
    return np.sum(c**2 / (E - e))


def secular_roots(e, c, strength, count):
    """Lowest roots of 1 = strength * g(E), one in each gap."""
    roots = []
    for n in range(count):
        if strength > 0:
            low, high = e[n], e[n + 1]
        elif n == 0:
            low, high = e[0] + 1.1 * strength, e[0]
        else:
            low, high = e[n - 1], e[n]
        margin = 1e-10 * (high - low)
        roots.append(brentq(lambda E: 1 - strength * g_sum(E, e, c),
                            low + margin, high - margin, xtol=1e-13))
    return np.array(roots)


print(f"Box radius: {R:.1f} bohr; grid points: {N}; step: {step:.2f} bohr")
print(f"Gaussian width: {WIDTH:.1f} bohr; semilocal depth: {DEPTH_S:.1f} hartree")
print(f"Reference level E_ref: {E_ref:.6f} hartree = {E_ref*HARTREE_EV:.4f} eV")
print("Semilocal bound levels (hartree):", fmt(levels_s[levels_s < 0]))

cases = {}
largest_root_error = 0.0
for depth in (1.0, 3.0, 8.0):
    H_L = kinetic - np.diag(depth * shape)
    delta_phi = (depth - DEPTH_S) * shape * phi
    mean_delta = phi @ delta_phi
    E_KB = delta_phi @ delta_phi / mean_delta
    chi = delta_phi / np.linalg.norm(delta_phi)
    H = H_L + E_KB * np.outer(chi, chi)
    e, local_states = np.linalg.eigh(H_L)
    c = local_states.T @ chi
    levels, states = np.linalg.eigh(H)
    cases[depth] = (H_L, H, chi, E_KB, e, local_states, c, levels)

    # Secular roots against direct diagonalization
    roots = secular_roots(e, c, E_KB, 8)
    error = np.max(np.abs(roots - levels[:8]))
    largest_root_error = max(largest_root_error, error)
    assert error < 1e-9

    # The semilocal reference level and state are reproduced
    position = np.argmin(np.abs(levels - E_ref))
    assert abs(levels[position] - E_ref) < 1e-10
    assert abs(abs(states[:, position] @ phi) - 1) < 1e-9
    assert abs(g_sum(E_ref, e, c) - 1 / E_KB) < 1e-9

    # Normalized eigenvectors from the residue of the Green function
    for n in range(3):
        E = roots[n]
        psi = local_states @ (c / (E - e))
        psi /= np.sqrt(np.sum(c**2 / (E - e)**2))
        assert abs(psi @ psi - 1) < 1e-10
        assert abs(abs(psi @ states[:, n]) - 1) < 1e-7

    # Ghost count below the reference level
    ghosts = int(np.sum(levels < E_ref - 1e-7))
    local_below = int(np.sum(e < E_ref))
    assert ghosts == local_below - (1 if E_KB > 0 else 0)

    bound = e < 0
    print(f"Local depth {depth:.1f} hartree: E_KB = {E_KB:.6f} hartree,"
          f" <delta V> = {mean_delta:.6f} hartree")
    print("  local bound levels e_n (hartree):", fmt(e[bound]))
    print("  their weights c_n^2 (no unit):", fmt(c[bound]**2))
    print("  bound levels of H (hartree):", fmt(levels[levels < 0]))
    print(f"  local levels below E_ref: {local_below}; ghosts below E_ref: {ghosts}")
print(f"Largest secular-root error: {largest_root_error:.1e} hartree")

# Level counting at many energies, for both signs of the strength
H_L, H, chi, E_KB, e, local_states, c, levels = cases[8.0]
for strength in (-3.0, 3.0):
    trial = np.linalg.eigvalsh(H_L + strength * np.outer(chi, chi))
    for E in np.linspace(-6.013, 0.987, 57):
        change = int(np.sum(trial < E)) - int(np.sum(e < E))
        crossed = 1 - strength * g_sum(E, e, c) < 0
        assert change == (-int(np.sign(strength)) if crossed else 0)

# Resolvent, full T-matrix and determinant ratio by direct linear algebra
H_L, H, chi, E_KB, e, local_states, c, levels = cases[3.0]
z = -0.4 + 0.3j
G_free = np.linalg.inv(z * identity - kinetic)
G_L = np.linalg.inv(z * identity - H_L)
G_direct = np.linalg.inv(z * identity - H)
g_z = chi @ G_L @ chi
tau = 1 / (1 / E_KB - g_z)
G_formula = G_L + tau * np.outer(G_L @ chi, chi @ G_L)
green_error = np.max(np.abs(G_direct - G_formula))
assert green_error < 1e-10
assert abs(g_z - g_sum(z, e, c)) < 1e-10
V_L, V = H_L - kinetic, H - kinetic
T_L = np.linalg.solve(identity - V_L @ G_free, V_L)
T_direct = np.linalg.solve(identity - V @ G_free, V)
T_formula = T_L + tau * np.outer(chi + T_L @ G_free @ chi,
                               chi + chi @ G_free @ T_L)
T_error = np.max(np.abs(T_direct - T_formula))
assert T_error < 1e-9
E_test = -0.3
ratio = np.prod((E_test - levels) / (E_test - e))
assert abs(ratio - (1 - E_KB * g_sum(E_test, e, c))) < 1e-8
print(f"Test energy z: {z.real:.1f} + {z.imag:.1f}i hartree")
print(f"g(z): {g_z.real:.6f} {g_z.imag:+.6f}i 1/hartree")
print(f"tau(z): {tau.real:.6f} {tau.imag:+.6f}i hartree")
print(f"Largest error in G: {green_error:.1e} 1/hartree; in T: {T_error:.1e} hartree")

# Uncoupled and degenerate levels
toy_e = np.array([0., 1., 1., 3., 4.])
toy_c = np.array([.5, .5, .5, .5, 0.])
toy_levels = np.linalg.eigvalsh(np.diag(toy_e) + 0.7 * np.outer(toy_c, toy_c))
unchanged = (abs(toy_levels - 1) < 1e-11) | (abs(toy_levels - 4) < 1e-11)
assert np.sum(abs(toy_levels - 1) < 1e-11) == 1
assert np.sum(abs(toy_levels - 4) < 1e-11) == 1
for E in toy_levels[~unchanged]:
    assert abs(1 - 0.7 * g_sum(E, toy_e, toy_c)) < 1e-10

# Bound and positive-energy shares of the secular sum
terms = c**2 / (E_ref - e)
bound = e < 0
truncated = np.linalg.eigvalsh(np.diag(e[bound])
                               + E_KB * np.outer(c[bound], c[bound]))
nearest = truncated[np.argmin(abs(truncated - E_ref))]
assert abs(nearest - E_ref) > 1e-4
print("Depth 3, bound terms of g(E_ref) (1/hartree):", fmt(terms[bound]))
print(f"Depth 3, positive-energy terms: {terms[~bound].sum():.6f} 1/hartree")
print(f"Depth 3, full sum: {terms.sum():.6f} 1/hartree;"
      f" 1/E_KB: {1/E_KB:.6f} 1/hartree")
print(f"Depth 3, root with bound terms only: {nearest:.6f} hartree")
print(f"Depth 3, error of that root: {nearest-E_ref:.6f} hartree")

# Phase shifts: outgoing radial solution against levels of H in the box
chi_coefficients = np.sqrt(2 / R) * (sines @ chi)
r_match = 14.0


def radial_system(x, y, E):
    u, du, p, dp, _, _ = y
    source = chi_coefficients @ np.sin(wave_numbers * x)
    factor = 2 * (-3.0 * np.exp(-(x / WIDTH)**2) - E)
    return [du, factor * u, dp, factor * p + 2 * source, source * u, source * p]


print("Phase shifts for depth 3, taken modulo pi where stated:")
for target in (0.1, 0.5, 1.0):
    E = levels[np.argmin(abs(levels - target))]
    k = np.sqrt(2 * E)
    solution = solve_ivp(radial_system, (0, r_match), [0, 1, 0, 0, 0, 0],
                         args=(E,), method="DOP853", rtol=1e-10, atol=1e-12)
    assert solution.success
    u, du, p, dp, chi_u, chi_p = solution.y[:, -1]
    mixing = -(dp - 1j * k * p) / (du - 1j * k * u)
    g_out = chi_p + mixing * chi_u
    amplitude_squared = u**2 + (du / k)**2
    assert abs(g_out.imag + 2 * chi_u**2 / (k * amplitude_squared)) < 1e-7
    phase_local = np.arctan2(k * u, du) - k * r_match
    phase_separable = -np.angle(1 / E_KB - g_out)
    phase_total = phase_local + phase_separable
    assert abs(np.sin(k * R + phase_total)) < 1e-5
    assert abs(np.sin(phase_separable)) > 1e-3
    print(f"  E = {E:.6f} hartree, k = {k:.6f} 1/bohr,"
          f" g = {g_out.real:.6f} {g_out.imag:+.6f}i 1/hartree")
    print(f"    local (mod pi) {np.mod(phase_local, np.pi):.6f} rad,"
          f" separable {phase_separable:.6f} rad")
    print(f"    total (mod pi) {np.mod(phase_total, np.pi):.6f} rad,"
          f" from box level (mod pi) {np.mod(-k*R, np.pi):.6f} rad")

print("all assertions hold")
```

It prints:

```
Box radius: 30.0 bohr; grid points: 299; step: 0.10 bohr
Gaussian width: 2.0 bohr; semilocal depth: 2.0 hartree
Reference level E_ref: -0.748998 hartree = -20.3813 eV
Semilocal bound levels (hartree): -0.748998
Local depth 1.0 hartree: E_KB = -0.706655 hartree, <delta V> = -0.620672 hartree
  local bound levels e_n (hartree): -0.195980
  their weights c_n^2 (no unit): 0.618318
  bound levels of H (hartree): -0.748998
  local levels below E_ref: 0; ghosts below E_ref: 0
Local depth 3.0 hartree: E_KB = 0.706655 hartree, <delta V> = 0.620672 hartree
  local bound levels e_n (hartree): -1.408799 -0.098043
  their weights c_n^2 (no unit): 0.964318 0.023209
  bound levels of H (hartree): -0.748998 -0.066467
  local levels below E_ref: 1; ghosts below E_ref: 0
Local depth 8.0 hartree: E_KB = 4.239928 hartree, <delta V> = 3.724030 hartree
  local bound levels e_n (hartree): -5.241041 -2.271659 -0.353878
  their weights c_n^2 (no unit): 0.967684 0.032058 0.000239
  bound levels of H (hartree): -2.535173 -0.748998 -0.342853
  local levels below E_ref: 2; ghosts below E_ref: 1
Largest secular-root error: 1.5e-13 hartree
Test energy z: -0.4 + 0.3i hartree
g(z): 0.826218 -0.305471i 1/hartree
tau(z): 1.338056 -0.694068i hartree
Largest error in G: 3.2e-15 1/hartree; in T: 1.5e-14 hartree
Depth 3, bound terms of g(E_ref) (1/hartree): 1.461529 -0.035653
Depth 3, positive-energy terms: -0.010758 1/hartree
Depth 3, full sum: 1.415118 1/hartree; 1/E_KB: 1.415118 1/hartree
Depth 3, root with bound terms only: -0.744226 hartree
Depth 3, error of that root: 0.004772 hartree
Phase shifts for depth 3, taken modulo pi where stated:
  E = 0.116477 hartree, k = 0.482653 1/bohr, g = 0.717651 -0.057880i 1/hartree
    local (mod pi) 1.311171 rad, separable -0.082796 rad
    total (mod pi) 1.228375 rad, from box level (mod pi) 1.228375 rad
  E = 0.545788 hartree, k = 1.044785 1/bohr, g = 0.545557 -0.028771i 1/hartree
    local (mod pi) 0.105455 rad, separable -0.033075 rad
    total (mod pi) 0.072380 rad, from box level (mod pi) 0.072380 rad
  E = 0.942796 hartree, k = 1.373168 1/bohr, g = 0.449629 -0.013340i 1/hartree
    local (mod pi) 2.801058 rad, separable -0.013816 rad
    total (mod pi) 2.787243 rad, from box level (mod pi) 2.787243 rad
all assertions hold
```
